\section*{Gamma-point supercells and primitive-cell meshes in G0W0}

\section*{Problem}

A periodic chain has cells of length $a$, each with two sites $A$ and $B$ at positions $\tau_A=0$ and $\tau_B=0.45\,a$ within the cell. Each site carries one orbital. The hopping amplitudes are $-t_1$ inside a cell and $-t_2$ between neighbouring cells, with $t_1,t_2>0$ and $t_1\neq t_2$. There are two electrons per cell. Electrons on sites a distance $r$ apart interact through $v(r)=U e^{-|r|/\lambda}$, and only density-density terms are kept. From here on lengths are in units of $a$, and a site is labelled $i=(R,\alpha)$, with integer cell index $R$ and $\alpha=A,B$.

One person takes a supercell of $n$ cells with periodic boundary conditions and does a $G_0W_0$ calculation at its Gamma point. Another takes the primitive cell and a mesh of $n$ wavevectors.

\begin{enumerate}
\item[(a)] Which mesh holds the same one-electron states as the supercell?
\item[(b)] How must the two interactions be related?
\item[(c)] Show that the polarizability, the screened interaction and the self-energy then agree.
\item[(d)] The supercell code returns real orbitals, the mesh code complex Bloch states. Show that the quasiparticle energies still agree.
\item[(e)] Take $t_1=2.0$, $t_2=0.8$, $U=3.0$ eV and $\lambda=1$. Examine $n=4$, then say what the agreement does and does not tell us about convergence with $n$.
\end{enumerate}

In a supercell with orbitals $\phi_m$, energies $\varepsilon_m$ and occupations $f_m$ (0 or 1 per spin), the ingredients are
\begin{align}
G_{ij}(\omega)&=\sum_m\frac{\phi_m(i)\phi_m^*(j)}{\omega-\varepsilon_m},\qquad
W=(1-V\chi^0)^{-1}V,\label{eq:G}\\
\chi^0_{ij}(\omega)&=2\sum_{mm'}(f_m-f_{m'})
\frac{\phi_m^*(i)\phi_{m'}(i)\,\phi_m(j)\phi_{m'}^*(j)}{\omega+\varepsilon_m-\varepsilon_{m'}},\label{eq:chi}\\
\Sigma_{ij}(\omega)&=\frac{i}{2\pi}\int d\omega'\,e^{i\omega'0^+}G_{ij}(\omega+\omega')W_{ij}(\omega').\label{eq:sigma}
\end{align}
The factor 2 counts spin. The usual time-ordered infinitesimals in the denominators depend only on occupations and are not written. Splitting $W=V+(W-V)$ gives $\Sigma=\Sigma^x+\Sigma^c$, with $\Sigma^x_{ij}=-V_{ij}P_{ij}$ and $P_{ij}=\sum_m f_m\phi_m(i)\phi_m^*(j)$.

The starting Hamiltonian contains the Hartree potential and a constant $v_{xc}=-U/2$. Each site holds one electron and both sites have the same summed interaction with all others, so the Hartree potential is also constant. Both constants are absorbed in the zero of $\varepsilon$.

\section*{Hints}

\begin{enumerate}
\item A Bloch state fits into the supercell if its phase returns to 1 after $n$ cells. Count the states that do.
\item A matrix that depends on $R-R'$ alone becomes a set of $2\times2$ blocks after a Fourier transform. Ask what happens to the blocks under a matrix product, and under a product taken element by element.
\item An electron in a periodic supercell interacts with every periodic image of a site.
\item Equation (\ref{eq:sigma}) multiplies $G$ and $W$ element by element, whereas the equation for $W$ contains matrix products.
\item A real orbital of a degenerate pair mixes $k$ and $-k$. Which matrix elements of $\Sigma$ between these two can be nonzero?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The states}

Write $\psi_{ks}(R,\alpha)=e^{ikR}u_{ks}(\alpha)/\sqrt n$, with band index $s$ and $\sum_\alpha|u_{ks}(\alpha)|^2=1$. Site $A$ of cell $R$ is joined to $B$ of cell $R$ and to $B$ of cell $R-1$, so
\begin{equation}
-(t_1+t_2e^{-ik})u(B)=\varepsilon u(A),\qquad
-(t_1+t_2e^{ik})u(A)=\varepsilon u(B).
\end{equation}
Eliminating $u(B)$ gives
\begin{equation}
\varepsilon_{\pm}(k)=\pm|t_1+t_2e^{ik}|=\pm\sqrt{t_1^2+t_2^2+2t_1t_2\cos k}.
\label{eq:bands}
\end{equation}
Periodicity over $n$ cells requires $e^{ikn}=1$, hence
\begin{equation}
k_m=\frac{2\pi m}{n},\qquad m=0,\dots,n-1 .
\end{equation}
These $n$ wavevectors with two bands each give $2n$ orthonormal states, as many as the supercell has sites. They are therefore all the supercell states. The mesh is uniform and contains $k=0$.

\subsection*{(b) The interaction}

For any matrix $M_{R\alpha,R'\beta}=M_{\alpha\beta}(R-R')$ on the ring define
\begin{equation}
M_{\alpha\beta}(q)=\sum_{R=0}^{n-1}e^{-iqR}M_{\alpha\beta}(R),\qquad
M_{\alpha\beta}(R)=\frac1n\sum_q e^{iqR}M_{\alpha\beta}(q),
\label{eq:ft}
\end{equation}
with $q$ on the mesh. In the supercell a site meets all images of another, so $V_{\alpha\beta}(R)=\sum_L v(R+\tau_\alpha-\tau_\beta+Ln)$, with $L$ running over all integers. On the mesh $e^{-iqR}=e^{-iq(R+Ln)}$, and therefore
\begin{equation}
V_{\alpha\beta}(q)=\sum_{R=0}^{n-1}\sum_L e^{-iq(R+Ln)}v(R+Ln+\tau_\alpha-\tau_\beta)
=\sum_{R'=-\infty}^{\infty}e^{-iqR'}v(R'+\tau_\alpha-\tau_\beta).
\end{equation}
The two sums merge because $R'=R+Ln$ reaches each integer once. The right-hand side is the interaction of the infinite chain at wavevector $q$, which is what the primitive-cell calculation uses. The lattice sum converges here. For an interaction with a $1/r$ tail and a finite on-site value it would diverge at $q=0$, and both calculations would need the same prescription for that term.

\subsection*{(c) From polarizability to self-energy}

Two rules follow from (\ref{eq:ft}). For a matrix product $C=MN$, put $R=R_1+R_2$:
\begin{equation}
C(q)=\sum_{R_1R_2}e^{-iq(R_1+R_2)}M(R_1)N(R_2)=M(q)N(q).
\label{eq:prod}
\end{equation}
For an element-by-element product $C_{ij}=M_{ij}N_{ij}$,
\begin{align}
C_{\alpha\beta}(k)&=\sum_R e^{-ikR}\,\frac1{n^2}\sum_{pq}e^{i(p+q)R}M_{\alpha\beta}(p)N_{\alpha\beta}(q)\nonumber\\
&=\frac1n\sum_q M_{\alpha\beta}(k-q)N_{\alpha\beta}(q),
\label{eq:conv}
\end{align}
because the sum over $R$ equals $n$ if $p+q-k$ is a multiple of $2\pi$ and vanishes otherwise.

The real supercell orbitals may be replaced by Bloch states in (\ref{eq:G}) and (\ref{eq:chi}). Orbitals of one degenerate level share their energy and occupation, so they enter only through $\sum_{m\in\text{level}}\phi_m(i)\phi_m^*(j)$, the projector on that level, which does not depend on the basis chosen. This needs every level to be wholly filled or wholly empty. The gap $2|t_1-t_2|$ of the infinite chain guarantees it. In a metal a partly filled $\pm k$ pair could break the argument.

Now insert $m=(k,s)$ and $m'=(k+q,s')$ in (\ref{eq:chi}). With $\rho_\alpha=u^*_{ks}(\alpha)u_{k+q,s'}(\alpha)$,
\begin{equation}
\phi_m^*(i)\phi_{m'}(i)\,\phi_m(j)\phi_{m'}^*(j)=\frac{1}{n^2}e^{iq(R-R')}\rho_\alpha\rho_\beta^* .
\end{equation}
One factor $1/n$ belongs to the inverse transform in (\ref{eq:ft}). The other stays in the block:
\begin{equation}
\chi^0_{\alpha\beta}(q,\omega)=\frac2n\sum_k\sum_{ss'}(f_s-f_{s'})\frac{\rho_\alpha\rho_\beta^*}{\omega+\varepsilon_{ks}-\varepsilon_{k+q,s'}} .
\label{eq:chiq}
\end{equation}
This is the primitive-cell polarizability with the Brillouin-zone average taken on the mesh. The supercell calculation has no $k$ sum. Its $1/n$ comes from the normalization of orbitals spread over $n$ cells.

By (\ref{eq:prod}) the equation $W=V+V\chi^0W$ separates into one $2\times2$ equation for each $q$:
\begin{equation}
W(q,\omega)=[1-V(q)\chi^0(q,\omega)]^{-1}V(q).
\end{equation}
By (\ref{eq:conv}) the self-energy becomes
\begin{equation}
\Sigma_{\alpha\beta}(k,\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\omega'0^+}\,\frac1n\sum_q G_{\alpha\beta}(k-q,\omega+\omega')\,W_{\alpha\beta}(q,\omega').
\end{equation}
This is the primitive-cell $G_0W_0$ self-energy on the mesh. No large-$n$ limit was taken, so the equality holds at each finite $n$. It does rest on translation by one primitive cell. A defect, or a distortion that varies from cell to cell, would couple different $q$, and the blocks would be lost.

\subsection*{(d) Quasiparticle energies}

The diagonal quasiparticle equation is
\begin{equation}
E=\varepsilon+\langle\phi|\Sigma^x+\Sigma^c(E)|\phi\rangle-v_{xc}.
\label{eq:qp}
\end{equation}
On $0\le k\le\pi$ the root in (\ref{eq:bands}) decreases steadily, so the only degeneracies are between $k$ and $-k$. A supercell orbital is then $\phi=x\psi_k+y\psi_{-k}$ with $|x|^2+|y|^2=1$. If $k$ and $-k$ differ on the mesh, translation invariance removes the cross terms:
\begin{equation}
\langle\phi|\Sigma|\phi\rangle=|x|^2\Sigma_k+|y|^2\Sigma_{-k},\qquad
\Sigma_k=\sum_{\alpha\beta}u_k^*(\alpha)\Sigma_{\alpha\beta}(k)u_k(\beta).
\end{equation}
With real hoppings the orbitals can be chosen real, so $G$, $W$ and $\Sigma$ are symmetric in $i,j$, which means $\Sigma_{\alpha\beta}(-k)=\Sigma_{\beta\alpha}(k)$. Also $u_{-k}=u_k^*$ up to a phase. Hence
\begin{equation}
\Sigma_{-k}=\sum_{\alpha\beta}u_k(\alpha)\Sigma_{\beta\alpha}(k)u_k^*(\beta)=\Sigma_k ,
\end{equation}
and $\langle\phi|\Sigma|\phi\rangle=\Sigma_k$ for every mixture. Equation (\ref{eq:qp}) is the same scalar equation in both calculations, and the same root is obtained if both follow the same solution. If two different $|k|$ happened to be degenerate, a real orbital could mix unequal $\Sigma_k$, and the orbitals would first have to be sorted by momentum.

\subsection*{(e) Numbers}

For $n=4$ the mesh is $k=0,\pm\pi/2,\pi$. Equation (\ref{eq:bands}) gives $|\varepsilon|=2.0+0.8=2.8$ eV, $\sqrt{4.00+0.64}=2.154$ eV (twice) and $2.0-0.8=1.2$ eV. The self-energies, with $\Sigma^c$ taken at $\omega=\varepsilon$, are as follows, in eV.

\begin{center}
\begin{tabular}{ccccc}
$|k|$ & band & $\varepsilon$ & $\Sigma^x$ & $\Sigma^c(\varepsilon)$\\ \hline
$0$ & filled & $-2.800$ & $-2.638$ & $0.060$\\
$\pi/2$ & filled & $-2.154$ & $-2.549$ & $0.018$\\
$\pi$ & filled & $-1.200$ & $-2.470$ & $-0.030$\\
$\pi$ & empty & $1.200$ & $-0.642$ & $0.030$\\
$\pi/2$ & empty & $2.154$ & $-0.562$ & $-0.018$\\
$0$ & empty & $2.800$ & $-0.474$ & $-0.060$
\end{tabular}
\end{center}

Supercell and mesh give the same entries, although they were computed differently. The supercell values come from real orbitals and a sum over the poles of $W$. The mesh values come from Bloch states, $2\times2$ inversions and an integral along imaginary frequencies with the enclosed poles of $G$ added. The whole matrices were also tested for $n=5$ with site energies $\pm0.5$ eV, which make the two sites inequivalent. The largest deviation was $4\times10^{-15}$ eV, as the numerical output shows.

At the top of the filled band, using $\Sigma^c(\varepsilon)$ in (\ref{eq:qp}) gives
\begin{equation}
E\approx-1.200-2.470-0.030+1.500=-2.200\ \text{eV}.
\end{equation}
Solving for $E$ self-consistently gives $-2.184$ eV, since $\Sigma^c$ changes from $-0.030$ eV at $\varepsilon$ to $-0.014$ eV at $E$. At the bottom of the empty band the estimate is $1.200-0.642+0.030+1.500=2.088$ eV and the solution is $2.074$ eV. The $n=4$ gap is $2.074+2.184=4.258$ eV, against $2.4$ eV at the start. Nearly all of the opening comes from exchange, whose band-edge values differ by $2.470-0.642=1.828$ eV.

The gap is not centred on zero, and the ring explains why. The two bands at one $k$ span both sites, so their exchange energies add up to the trace of $\Sigma^x(k)$. Since $P_{AA}(k)=P_{BB}(k)=1/2$, this trace is $-V_{ii}$. The table gives $V_{ii}=2.470+0.642=3.112$ eV. This exceeds $U=3.0$ eV because a site also meets its own images. The midpoint of exchange is thus $-1.556$ eV, while $v_{xc}$ removes only $-1.500$ eV.

Next, the gap as a function of $n$, in eV. The last column belongs to the first variation.

\begin{center}
\begin{tabular}{cccc}
$n$ & starting gap & $G_0W_0$ gap & $q=0$ constant removed\\ \hline
2 & 2.400 & 5.434 & 2.388\\
3 & 3.487 & 5.612 & 3.599\\
4 & 2.400 & 4.258 & 2.750\\
5 & 2.864 & 4.540 & 3.344\\
6 & 2.400 & 4.027 & 3.030\\
8 & 2.400 & 3.973 & 3.229\\
12 & 2.400 & 3.957 & 3.463\\
16 & 2.400 & 3.956 & 3.586
\end{tabular}
\end{center}

The two calculations agree in each row to about $10^{-14}$ eV, yet the $n=4$ gap lies $0.30$ eV above the value $3.956$ eV of a 48-point mesh. Agreement between supercell and mesh therefore says nothing about convergence: both carry the same finite-size error.

That error has two visible parts. An odd mesh misses $k=\pi$, where the bands are closest. For $n=5$ the nearest point is $k=0.8\pi$, and the gap is $0.584$ eV too large relative to the 48-point mesh. A 40-point mesh also contains $k=0.8\pi$, and its gap at that momentum lies $0.478$ eV above the converged gap. This is the price of the missing band edge. The remaining $0.106$ eV comes from the short ring, almost wholly through the coarse $q$ sum in $\Sigma$. The coarse $k$ sum in $\chi^0$ moves this gap by less than $0.01$ eV, and in the opposite direction. For even $n$ only the second part is present. It falls from $0.071$ eV at $n=6$ to $0.017$ eV at $n=8$ and $4.5\times10^{-5}$ eV at $n=16$.

\section*{Variation 1: removing the uniform interaction}

\textit{A code subtracts a constant $c$ from all four elements of $V(q=0)$. What must the supercell code do, and what happens to the gap?}

By (\ref{eq:ft}), a block equal to $c$ at $q=0$ and zero elsewhere corresponds to $c/n$ in every element $V_{ij}$. The supercell must therefore subtract $c/n$ everywhere.

At $q=0$ the transitions in (\ref{eq:chiq}) join different bands at the same $k$, and orthogonality gives $\sum_\alpha\rho_\alpha=0$. With $e=(1,1)^T$ this means $\chi^0e=0$ and $e^T\chi^0=0$. Write $W-V=V\chi V$ with $\chi=\chi^0+\chi^0V\chi^0+\dots$. Replacing $V$ by $V-c\,ee^T$ changes none of these terms, since each $V$ stands next to a $\chi^0$. Thus $\Sigma^c(\omega)$ is unchanged as a function of $\omega$. Exchange changes by $+(c/n)P_{ij}$, which raises filled levels by $c/n$ and leaves empty ones alone.

Take $c$ as the mean element of $V(q=0)$, here $6.128$ eV. For $n=4$ the filled levels rise by $6.128/4=1.532$ eV in exchange, and the gap falls by $4.258-2.750=1.508$ eV. The small difference arises because $\Sigma^c$ is evaluated at a shifted $E$. The gap reduction is $0.2465$ eV at $n=24$ and $0.1231$ eV at $n=48$, a ratio of $2.00$, as a $1/n$ law requires. Removing the constant has replaced a rapidly vanishing error by a slow one, and the supercell still agrees with the mesh. If the supercell alone makes the subtraction, the $n=4$ gaps are $2.750$ and $4.258$ eV, and the identity is lost.

\section*{Variation 2: two unmatched partners}

\textit{For $n=4$, the mesh is shifted by half a spacing. Separately, the supercell uses $v$ at the nearest-image distance in place of the lattice sum. Does either calculation still have an equal partner?}

The shifted mesh has $k=2\pi(m+\tfrac12)/4$, so $e^{4ik}=-1$. Its states change sign across the supercell and belong to the supercell's zone boundary, not to Gamma. The points nearest the band edge are $k=\pm3\pi/4$, and the gap is $4.894$ eV instead of $4.258$ eV. The equal partner is a supercell with antiperiodic orbitals. Differences $q$ between mesh points are unshifted, so $V(q)$ and the rules of part (c) still apply.

The nearest-image interaction depends on $R-R'$ alone, so it too has blocks $V(q)$, and a mesh calculation using those blocks would agree with it. They are not the blocks of the infinite chain, however, because the more distant images are missing. The supercell gap becomes $4.100$ eV, which is $0.158$ eV below the matched value. Here this lies closer to the converged $3.956$ eV, but it is the answer to a different finite problem.

\section*{Table of computed values}
\begin{verbatim}
t1 = 2.00 eV, t2 = 0.80 eV, U = 3.00 eV
lambda = 1.00 a, intracell distance = 0.45 a
v_xc = -1.50 eV
Staggered chain, n = 5, site energies +0.5 and -0.5 eV
largest matrix deviations, supercell minus mesh (eV):
  v 1.4e-15, W-v 8.3e-16, Sx 3.6e-15, Sc 3.5e-16
n = 4 levels: |k| in pi/a; energies in eV; sc = supercell
   |k|     eps   Sx(sc)  Sx(mesh)  Sc(sc)  Sc(mesh)
  0.00  -2.8000  -2.6381  -2.6381   0.0600   0.0600
  0.50  -2.1541  -2.5495  -2.5495   0.0182   0.0182
  0.50  -2.1541  -2.5495  -2.5495   0.0182   0.0182
  1.00  -1.2000  -2.4701  -2.4701  -0.0301  -0.0301
  1.00   1.2000  -0.6419  -0.6419   0.0301   0.0301
  0.50   2.1541  -0.5625  -0.5625  -0.0182  -0.0182
  0.50   2.1541  -0.5625  -0.5625  -0.0182  -0.0182
  0.00   2.8000  -0.4739  -0.4739  -0.0600  -0.0600
off-diagonal Sigma in the k,-k pair: 1.2e-16 eV
n = 4 valence edge: sc -2.184129, mesh -2.184129 eV
n = 4 conduction edge: sc 2.074108, mesh 2.074108 eV
removed q=0 constant c = 6.1281 eV, c/4 = 1.5320 eV
Gaps in eV; 'cut' = q=0 constant removed in both roads
   n  start    G0W0(sc)  G0W0(mesh)  cut(sc)  cut(mesh)
   2  2.4000   5.433847   5.433847   2.38768   2.38768
   3  3.4871   5.611673   5.611673   3.59911   3.59911
   4  2.4000   4.258237   4.258237   2.75028   2.75028
   5  2.8644   4.539729   4.539729   3.34408   3.34408
   6  2.4000   4.026633   4.026633   3.03023   3.03023
   8  2.4000   3.972622   3.972622   3.22904   3.22904
  12  2.4000   3.956948   3.956948   3.46294   3.46294
  16  2.4000   3.956119   3.956119   3.58600   3.58600
largest gap deviation between roads: 6.2e-15 eV
mesh gap at n = 48: 3.956074 eV
gap error at n = 16: 4.5e-05 eV
n = 5 gap error: 0.5837 eV, made up of
  missing band edge 0.4780 eV (k = 0.8 pi/a, n = 40)
  finite ring 0.1057 eV
n = 6 gap error: 0.0706 eV
gap lowering by the cut: n=24 0.24651, n=48 0.12313 eV
ratio of these lowerings: 2.002
n = 4 matched gap: 4.25824 eV; mismatched gaps:
  mesh shifted by half a spacing: 4.89438 eV
  supercell, minimum-image interaction: 4.10044 eV
  supercell alone with q=0 cut: 2.75028 eV
\end{verbatim}
